# Why a decaying ternary diffusion matrix can still violate Onsager reciprocity: test program

```python
"""
Result under test: D = u*[[2,1],[-1,2]] damps all composition waves, but
cannot equal L G with L symmetric positive definite and G symmetric.
a = deviations of two independent atomic fractions; flux J = -D grad a.
L = mobility matrix, G = free-energy Hessian, S = inverse of G.
u = diffusivity unit, k = wavenumber, tau = u k^2 t (dimensionless time).
SPD means symmetric positive definite.
"""
import numpy as np
import sympy as sp
from scipy.constants import R as gas_constant
from scipy.integrate import solve_ivp
from scipy.linalg import expm, null_space

rng = np.random.default_rng(7)
D = np.array([[2.0, 1.0], [-1.0, 2.0]])
contrast = np.array([[4.0, 1.0], [-1.0, 1.0]])
K = np.array([[0.0, 1.0], [-1.0, 0.0]])


def random_spd():
    A = rng.normal(size=(2, 2))
    return A @ A.T + 0.05 * np.eye(2)


def discriminant(X):
    return (X[0, 0] - X[1, 1])**2 + 4 * X[0, 1] * X[1, 0]


# Symmetry of inverse(L) D forces a sum of positive numbers to vanish.
m11, m12, m22 = sp.symbols("m11 m12 m22", real=True)
M = sp.Matrix([[m11, m12], [m12, m22]])
product = M * sp.Matrix([[2, 1], [-1, 2]])
assert sp.expand(product[0, 1] - product[1, 0] - m11 - m22) == 0

# Remove the hypotheses one at a time and inspect the spectra.
samples = 1000
unstable_count = 0
symmetric_complex = 0
complex_count = 0
growing_count = 0
for _ in range(samples):
    L, G = random_spd(), random_spd()
    values = np.linalg.eigvals(L @ G)
    assert np.max(np.abs(values.imag)) < 1e-6 and np.min(values.real) > 0
    B = rng.normal(size=(2, 2))
    values = np.linalg.eigvals(L @ (B + B.T))
    symmetric_complex += np.max(np.abs(values.imag)) > 1e-6
    unstable_count += np.min(values.real) < 0
    values = np.linalg.eigvals((L + 2 * rng.normal() * K) @ G)
    growing_count += np.min(values.real) <= 0
    complex_count += np.max(np.abs(values.imag)) > 1e-6
assert symmetric_complex == 0 and growing_count == 0
assert unstable_count > 0 and complex_count > 0


# Search for actual SPD factors, without using eigenvalues.
def factors_exist(X):
    row = np.array([[-X[1, 0], X[0, 0] - X[1, 1], X[0, 1]]])
    basis = null_space(row)
    angle = np.linspace(0, 2 * np.pi, 4001)
    s11, s12, s22 = basis @ np.array([np.cos(angle), np.sin(angle)])
    l11 = X[0, 0] * s11 + X[0, 1] * s12
    l12 = X[0, 0] * s12 + X[0, 1] * s22
    l22 = X[1, 0] * s12 + X[1, 1] * s22
    good_S = (s11 > 0) & (s11 * s22 - s12**2 > 1e-12)
    good_L = (l11 > 0) & (l11 * l22 - l12**2 > 1e-12)
    return bool(np.any(good_S & good_L))


checked = 0
accepted = 0
while checked < 400:
    X = rng.uniform(-2, 2, size=(2, 2)) + np.eye(2)
    # Near the boundary the cone of factors is narrower than the scan.
    if min(abs(discriminant(X)), abs(np.linalg.det(X))) < 0.05:
        continue
    predicted = (np.trace(X) > 0 and np.linalg.det(X) > 0
                 and discriminant(X) > 0)
    assert factors_exist(X) == predicted
    checked += 1
    accepted += predicted
assert 0 < accepted < checked
assert not factors_exist(D) and factors_exist(contrast)
S_contrast = np.array([[3.0, -2.0], [-2.0, 3.0]])
L_contrast = contrast @ S_contrast
G_contrast = np.linalg.inv(S_contrast)
assert np.allclose(L_contrast, L_contrast.T)
assert min(np.linalg.eigvalsh(L_contrast)) > 0
assert min(np.linalg.eigvalsh(G_contrast)) > 0


# Best symmetric mobility for a prescribed Hessian, by least squares.
def best_misfit(G):
    basis = [np.array([[1., 0.], [0., 0.]]),
             np.array([[0., 1.], [1., 0.]]),
             np.array([[0., 0.], [0., 1.]])]
    design = np.array([(E @ G).ravel() for E in basis]).T
    coefficients = np.linalg.lstsq(design, D.ravel(), rcond=None)[0]
    L = sum(x * E for x, E in zip(coefficients, basis))
    assert min(np.linalg.eigvalsh(L)) > 0
    return np.linalg.norm(L @ G - D)


for _ in range(100):
    angle = rng.uniform(0, np.pi)
    g = 10**rng.uniform(0, 3)
    Q = np.array([[np.cos(angle), -np.sin(angle)],
                  [np.sin(angle), np.cos(angle)]])
    G = rng.uniform(0.5, 3) * Q @ np.diag([1, g]) @ Q.T
    assert np.isclose(best_misfit(G), (1 + g) / np.sqrt(1 + g*g),
                      rtol=1e-6)

# Time-reversal symmetry and the sign of the thermodynamic overlap.
for _ in range(100):
    S = random_spd()
    tau = rng.uniform(0.1, 3)
    C = expm(-D * tau) @ S
    expected = -np.exp(-2*tau) * np.sin(tau) * np.trace(S)
    assert np.isclose(C[0, 1] - C[1, 0], expected, atol=1e-11)
    L, G = random_spd(), random_spd()
    good = L @ G
    time = rng.uniform(0, 3) / np.max(np.linalg.eigvals(good).real)
    start = rng.normal(size=2)
    assert start @ G @ expm(-good * time) @ start > 0
    assert start @ G @ expm(-D * np.pi) @ start < 0
C_good = expm(-contrast * 0.4) @ S_contrast
assert np.allclose(C_good, C_good.T, atol=1e-12)

# Worked wave, with lengths in micrometres and times in seconds.
unit_cm2_s = 1e-10
unit = unit_cm2_s * 1e8
wavelength = 20.0
amplitude = 1.0
k = 2 * np.pi / wavelength
rate = unit * k**2
decay_time = 1 / (2 * rate)
peak_time = np.arctan(0.5) / rate
zero_time = np.pi / (2 * rate)
minimum_time = (np.pi - np.arctan(2)) / rate
inversion_time = np.pi / rate
points = 64
spacing = wavelength / points
x = np.arange(points) * spacing
cosine = np.cos(k * x)


def evolve(profile, times):
    def derivative(_, flat):
        a = flat.reshape(2, points)
        near = np.roll(a, 1, axis=1) + np.roll(a, -1, axis=1)
        far = np.roll(a, 2, axis=1) + np.roll(a, -2, axis=1)
        # Fourth-order second derivative on a periodic grid.
        curvature = (16*near - far - 30*a) / (12*spacing**2)
        return (unit * D @ curvature).ravel()
    answer = solve_ivp(derivative, (0, times[-1]), profile.ravel(),
                       t_eval=times, rtol=1e-8, atol=1e-11)
    assert answer.success
    return answer.y.T.reshape(len(times), 2, points)


times = np.array([peak_time, 0.99*zero_time, zero_time, 1.01*zero_time,
                  minimum_time, inversion_time])
fields = evolve(np.array([amplitude*cosine, 0*cosine]), times)
waves = 2 * fields @ cosine / points
for time, wave in zip(times, waves):
    tau = rate * time
    formula = amplitude*np.exp(-2*tau)*np.array([np.cos(tau), np.sin(tau)])
    assert np.allclose(wave, formula, rtol=0, atol=2e-5*amplitude)
assert waves[1, 0] > 0 > waves[3, 0]
inverted = -amplitude * np.exp(-2*np.pi)
assert abs(waves[5, 0] / inverted - 1) < 0.001
fine_tau = np.linspace(0, 4, 40001)
c1 = np.exp(-2*fine_tau) * np.cos(fine_tau)
c2 = np.exp(-2*fine_tau) * np.sin(fine_tau)
assert abs(fine_tau[np.argmax(c2)] - rate*peak_time) < 2e-4
assert abs(fine_tau[np.argmin(c1)] - rate*minimum_time) < 2e-4

# An arbitrary periodic disturbance also decays monotonically.
profile = rng.normal(size=(2, points))
profile -= profile.mean(axis=1, keepdims=True)
sample_times = np.linspace(0, 2*decay_time, 41)
norms = np.linalg.norm(evolve(profile, sample_times), axis=(1, 2))
assert np.all(np.diff(norms) < 0)
# The small margin covers grid, integration and rounding errors.
assert np.all(norms <= 1.0001*norms[0]*np.exp(-2*rate*sample_times))

# Ideal-solution Hessian in units of RT, with Ni as dependent species.
x_al, x_cr = 0.10, 0.10
x_ni = 1 - x_al - x_cr
G_ideal = np.diag([1/x_al, 1/x_cr]) + np.ones((2, 2))/x_ni
S_ideal = np.linalg.inv(G_ideal)
L_needed = D @ S_ideal
assert np.isclose(L_needed[0, 1] - L_needed[1, 0], np.trace(S_ideal))

# Change the independent pair from Al, Cr to Al, Ni.
change = np.array([[1., 0.], [-1., -1.]])
D_al_ni = change @ D @ np.linalg.inv(change)
assert discriminant(D_al_ni) < 0

# Rough sizes of omitted effects for this wave.
temperature = 1473.0
sensitivity = 0.05        # fractional change of D per at%
misfit_strain = 0.05      # lattice strain per unit Al fraction
modulus = 2e11            # biaxial modulus, Pa
molar_volume = 7e-6       # m^3/mol
lattice = 3.6e-4          # micrometres
activation = 2.7e5        # J/mol
drift = 5.0               # K
vacancy_fraction = 1e-4
sink_spacing = 1.0        # micrometres
stiffness = min(np.linalg.eigvalsh(G_ideal))
D_shift = sensitivity * amplitude * np.linalg.norm(D)
stress_ratio = (2*misfit_strain**2*modulus*molar_volume
                / (stiffness*gas_constant*temperature))
gradient_ratio = (lattice*k)**2 / stiffness
volume_change = 3*misfit_strain*amplitude/100
thermal_change = activation*drift/(gas_constant*temperature**2)
vacancy_time = sink_spacing**2 * vacancy_fraction / (2*unit)
assert D_shift < 1
assert vacancy_time < 0.01*decay_time

eig = np.linalg.eigvals(D)
print("Fitted D (units u):", D.tolist())
print(f"u = {unit_cm2_s:.1e} cm^2/s = {unit:.3f} um^2/s")
print("Eigenvalues of fitted D (u):", np.round(eig, 6))
print(f"Discriminant of fitted D: {discriminant(D):.3f} u^2")
print("Contrast D (u):", contrast.tolist())
print("Contrast eigenvalues (u):",
      np.round(np.linalg.eigvals(contrast), 4))
print(f"Contrast discriminant: {discriminant(contrast):.3f} u^2")
print("Contrast L (u/RT):", np.round(L_contrast, 4).tolist())
print("Contrast G (RT):", np.round(G_contrast, 4).tolist())
print(f"Random trials per hypothesis: {samples}")
print(f"Symmetric L, any symmetric G: {unstable_count} unstable,",
      f"{symmetric_complex} complex")
print(f"Asymmetric L, stable G: {complex_count} complex,",
      f"{growing_count} growing")
print(f"Factor search: {checked} matrices, {accepted} admissible")
print(f"Wavelength: {wavelength:.1f} um; Al amplitude: {amplitude:.1f} at%")
print(f"Wavenumber k: {k:.5f} 1/um; u k^2: {rate:.4e} 1/s")
print(f"Envelope decay time: {decay_time:.1f} s")
print(f"Cr peak: {waves[0, 1]:.4f} at% at {peak_time:.1f} s")
print(f"Al amplitude crosses zero at {zero_time:.1f} s")
print(f"Envelope at Al zero: {amplitude*np.exp(-np.pi):.4f} at%")
print(f"Al minimum: {waves[4, 0]:.5f} at% at {minimum_time:.1f} s")
print(f"Whole wave inverted at {inversion_time:.1f} s")
print(f"Inverted Al amplitude, formula: {inverted:.6f} at%")
print(f"Inverted Al amplitude, grid: {waves[5, 0]:.6f} at%")
print(f"Ideal model fractions Al, Cr, Ni: {x_al:.2f}, {x_cr:.2f}, {x_ni:.2f}")
print("Ideal G (RT):", np.round(G_ideal, 4).tolist())
print("Ideal S (1/RT):", np.round(S_ideal, 4).tolist())
print("Mobility required by fit (u/RT):", np.round(L_needed, 4).tolist())
print(f"L12-L21: {L_needed[0, 1]-L_needed[1, 0]:.4f} u/RT")
print("D for independent Al, Ni (u):", np.round(D_al_ni, 4).tolist())
print(f"Frobenius norm of fitted D: {np.linalg.norm(D):.4f} u")
print(f"Condition number of ideal G: {np.linalg.cond(G_ideal):.4f}")
print(f"Best misfit with ideal G: {best_misfit(G_ideal):.4f} u")
for g in (1.0, 10.0, 100.0):
    print(f"Best misfit, condition number {g:.0f}:",
          f"{best_misfit(np.diag([1.0, g])):.4f} u")
print(f"Lower bound / norm of D: {100/np.linalg.norm(D):.1f} %")
print(f"Rough temperature: {temperature:.0f} K")
print(f"Rough D sensitivity: {100*sensitivity:.1f} % per at%")
print(f"Composition-dependent D shift: {D_shift:.4f} u")
print(f"Rough Al misfit strain: {misfit_strain:.3f} per unit fraction")
print(f"Rough biaxial modulus: {modulus/1e9:.0f} GPa")
print(f"Rough molar volume: {molar_volume*1e6:.1f} cm^3/mol")
print(f"Coherency / chemical stiffness: {100*stress_ratio:.2f} %")
print(f"Gradient / chemical stiffness: {gradient_ratio:.2e}")
print(f"Molar-volume variation: {100*volume_change:.3f} %")
print(f"Rough activation energy: {activation/1000:.0f} kJ/mol")
print(f"D change for {drift:.0f} K drift: {100*thermal_change:.2f} %")
print(f"Rough vacancy fraction: {vacancy_fraction:.1e}")
print(f"Rough vacancy sink spacing: {sink_spacing:.1f} um")
print(f"Vacancy equilibration time: {vacancy_time:.4f} s")
print("all assertions hold")
```

Printed output:

```
Fitted D (units u): [[2.0, 1.0], [-1.0, 2.0]]
u = 1.0e-10 cm^2/s = 0.010 um^2/s
Eigenvalues of fitted D (u): [2.+1.j 2.-1.j]
Discriminant of fitted D: -4.000 u^2
Contrast D (u): [[4.0, 1.0], [-1.0, 1.0]]
Contrast eigenvalues (u): [3.618 1.382]
Contrast discriminant: 5.000 u^2
Contrast L (u/RT): [[10.0, -5.0], [-5.0, 5.0]]
Contrast G (RT): [[0.6, 0.4], [0.4, 0.6]]
Random trials per hypothesis: 1000
Symmetric L, any symmetric G: 867 unstable, 0 complex
Asymmetric L, stable G: 303 complex, 0 growing
Factor search: 400 matrices, 127 admissible
Wavelength: 20.0 um; Al amplitude: 1.0 at%
Wavenumber k: 0.31416 1/um; u k^2: 9.8696e-04 1/s
Envelope decay time: 506.6 s
Cr peak: 0.1769 at% at 469.8 s
Al amplitude crosses zero at 1591.5 s
Envelope at Al zero: 0.0432 at%
Al minimum: -0.00765 at% at 2061.3 s
Whole wave inverted at 3183.1 s
Inverted Al amplitude, formula: -0.001867 at%
Inverted Al amplitude, grid: -0.001867 at%
Ideal model fractions Al, Cr, Ni: 0.10, 0.10, 0.80
Ideal G (RT): [[11.25, 1.25], [1.25, 11.25]]
Ideal S (1/RT): [[0.09, -0.01], [-0.01, 0.09]]
Mobility required by fit (u/RT): [[0.17, 0.07], [-0.11, 0.19]]
L12-L21: 0.1800 u/RT
D for independent Al, Ni (u): [[1.0, -1.0], [2.0, 3.0]]
Frobenius norm of fitted D: 3.1623 u
Condition number of ideal G: 1.2500
Best misfit with ideal G: 1.4056 u
Best misfit, condition number 1: 1.4142 u
Best misfit, condition number 10: 1.0945 u
Best misfit, condition number 100: 1.0099 u
Lower bound / norm of D: 31.6 %
Rough temperature: 1473 K
Rough D sensitivity: 5.0 % per at%
Composition-dependent D shift: 0.1581 u
Rough Al misfit strain: 0.050 per unit fraction
Rough biaxial modulus: 200 GPa
Rough molar volume: 7.0 cm^3/mol
Coherency / chemical stiffness: 5.72 %
Gradient / chemical stiffness: 1.28e-09
Molar-volume variation: 0.150 %
Rough activation energy: 270 kJ/mol
D change for 5 K drift: 7.48 %
Rough vacancy fraction: 1.0e-04
Rough vacancy sink spacing: 1.0 um
Vacancy equilibration time: 0.0050 s
all assertions hold
```
